Triggered Order and First-Order Transitions with Attractive Biquadratic Coupling

**Two instabilities in one crystal**

Suppose a crystal can develop a polarization P and also a non-polar distortion Q, for example a rotation pattern of its structural units. Each distortion has its own instability on cooling, and each lowers the energy cost of the other. Two questions arise. Can the first order produce the second before the second would appear by itself? Can both appear together, with a jump, while the undistorted crystal is still stable against small displacements of either kind?

Let P and Q be uniform, one-component order parameters in zero field, treated in mean field. Let P → −P and Q → −Q be separate symmetries. The free energy density, measured from the undistorted state, is taken as

F = aP²/2 + bP⁴/4 + cP⁶/6 + AQ²/2 + BQ⁴/4 + CQ⁶/6 − gP²Q²/2,  (1)

with b, B, g > 0. The minus sign makes the coupling attractive. This sign is an assumption of the model: in many perovskite oxides octahedral rotations and polar displacements compete instead, and the sign has to be found for each material. The purely quartic model has c = C = 0; otherwise c and C are both positive. Temperature enters through the bare stiffnesses a and A. The coupling is even in P, so both signs of P remain equivalent for any Q. In improper ferroelectricity, by contrast, a coupling linear in P fixes the sign of P once the non-polar distortion has chosen its domain.

With x = P² ≥ 0 and y = Q² ≥ 0,

F = ax/2 + bx²/4 + cx³/6 + Ay/2 + By²/4 + Cy³/6 − gxy/2.  (2)

Its derivatives are

2∂F/∂x = a + bx + cx² − gy,  2∂F/∂y = A + By + Cy² − gx.  (3)

At P = Q = 0 the coupling leaves both harmonic stiffnesses unchanged, because it is of fourth order in small displacements. One order can affect the stability of the other only after reaching a finite amplitude.

**Triggering in the quartic model**

The quartic part of (2) is one quarter of

bx² + By² − 2gxy = (√b x − √B y)² + 2[√(bB) − g]xy.  (4)

For g < √(bB) this is positive throughout the quadrant x, y ≥ 0 except at the origin. For g > √(bB) it is negative along √b x = √B y, so the purely quartic energy has no lower bound. At equality that direction has no quartic cost, and a negative quadratic term along it again removes the bound. The quartic model is therefore used here for g² < bB.

Let a < 0, and suppose that P has ordered alone. Equation (3) gives x₀ = −a/b = |a|/b. The terms quadratic in Q are then (A − gx₀)Q²/2, so Q becomes unstable when

A < gx₀ = g|a|/b.  (5)

In the interval 0 < A < g|a|/b, Q would not order without P but does order in its presence. This is triggering in the strict sense.

When both orders are present, (3) requires a + bx = gy and A + By = gx. Multiply the first equation by B and the second by g, then add. The terms gBy cancel, leaving Ba + gA + bBx = g²x. Exchanging the roles of the two orders gives the companion result:

x = −(Ba + gA)/(bB − g²),  y = −(bA + ga)/(bB − g²).  (6)

The numerator of y changes sign exactly at (5), so Q² grows from zero without a jump.

Now let both stiffnesses fall at the same rate on cooling. In reduced units,

a = τ,  A = τ + δ,  δ > 0.  (7)

Alone, P would order at τ = 0 and Q at τ = −δ. With coupling, Q appears where bA + ga = 0:

τ* = −bδ/(b + g).  (8)

This lies strictly between −δ and 0. Coupling moves the onset of Q towards that of P but cannot make them coincide for δ > 0 in the bounded quartic model. Below τ*, x grows on cooling at the rate (B + g)/(bB − g²), compared with 1/b above it. The new rate is larger because b(B + g) > bB − g². The triggered order thus reinforces the one that triggered it.

**Why weak attraction gives no jump**

Differentiating (3) again gives

∂²F/∂x² = (b + 2cx)/2,  ∂²F/∂y² = (B + 2Cy)/2,  ∂²F/∂x∂y = −g/2.  (9)

Four times the determinant of this matrix is

D = (b + 2cx)(B + 2Cy) − g² = bB − g² + 2bCy + 2Bcx + 4cCxy.  (10)

If g² < bB, D is positive everywhere in the quadrant. The diagonal elements are positive too, so F is strictly convex in x and y. If g² = bB with c, C > 0, D vanishes only at the origin. Along any line segment the second derivative can then vanish at most at one point, and F is still strictly convex.

A strictly convex function on the convex quadrant has at most one minimum, and the growth of F at large amplitude ensures that there is one. There is no metastable second phase either. A local minimum in P and Q is a local minimum in x and y, since every nearby allowed pair (x, y) is reached by nearby values of P and Q. For a convex function it is then the global minimum.

The minimum also moves continuously. Let a and A approach limiting values. The minimizing points remain bounded, and any limit point of them minimizes the limiting energy. As that minimum is unique, the minimizing points converge to it. Hence, within (1),

g² ≤ bB with c, C > 0, or g² < bB with c = C = 0: no first-order transition.  (11)

If a and A are both positive, the undistorted state is a local minimum and hence the only one. Weak attraction therefore cannot order the crystal before one bare stiffness has reached zero.

**Strong coupling makes a jump possible**

From here on g² > bB and c, C > 0. The sixth-order terms restore the lower bound. Follow a ray x = tu, y = tv with u, v > 0, and define

L = au + Av,  k = 2guv − bu² − Bv²,  s = cu³ + Cv³.  (12)

Substitution in (2) gives

F/t = L/2 − kt/4 + st²/6.  (13)

The choice u = 1/√b, v = 1/√B yields k = 2[g/√(bB) − 1] > 0, so suitable rays exist. The minimum of (13) lies at t = 3k/(4s), where F/t = L/2 − 3k²/(32s). It is negative if

au + Av < 3k²/(16s).  (14)

This can be satisfied with a > 0 and A > 0. The undistorted state is then locally stable but is not the lowest state. The lowest state must contain both orders, because F is positive on each axis when a, A > 0.

Now raise a and A until the undistorted state is lowest. Throughout this change it stays surrounded by a region of positive F. The state that replaces it therefore lies at a finite distance, and the transition is first-order. Together with (11), this makes g² > bB the dividing condition in the stabilized model: above it a first-order transition is possible for suitable a and A, though not every transition is first-order.

**Eliminating P**

To find which transitions jump, minimize F over x at fixed y, and call the result Φ(y). Since F is convex in x at fixed y, this minimum is unique. Moving the minimizing x slightly does not change F to first order, so

2Φ′(y) = G(y) = A + By + Cy² − gx(y).  (15)

When gy > a, x(y) is the positive root of a + bx + cx² = gy:

x(y) = {−b + √[b² − 4c(a − gy)]}/(2c).  (16)

When gy ≤ a, x(y) = 0. The square root in (16) is concave in y, so −gx(y) is convex. With the term Cy², G is strictly convex wherever (16) applies.

Consider first a < 0, where (16) holds for all y ≥ 0. Differentiating a + bx + cx² = gy gives x′ = g/(b + 2cx). At y = 0, b + 2cx₀ = √(b² − 4ac). Therefore

Φ(y) = Φ(0) + (A − gx₀)y/2 + B_eff y²/4 + …,

B_eff = B − g²/√(b² − 4ac).  (17)

P responds to Q² by growing, and this response lowers the quartic coefficient of Q. The size of the reduction depends on how easily the amplitude of P changes. Deep in the P phase the sixth-order term stiffens that amplitude and the reduction becomes smaller.

The sign of B_eff settles the order of the transition for all amplitudes, not only small ones, because G is convex:

1. If B_eff ≥ 0, G increases for all y > 0. For A ≥ gx₀ the minimum is at y = 0. For A < gx₀ there is one minimum, whose y grows continuously from zero.

2. If B_eff < 0, then at A = gx₀ the function G starts at zero and goes negative. Φ is already lower at some finite y, so the transition has occurred at a larger A, with a jump.

The border B_eff = 0 is a tricritical point. There √(b² − 4ac) = g²/B, which gives

a_t = (b² − g⁴/B²)/(4c),  x_t = (g²/B − b)/(2c),  A_t = gx_t.  (18)

At a = a_t, G near y = 0 equals A − A_t plus a positive multiple of y². Thus y grows as (A_t − A)^(1/2) and |Q| as (A_t − A)^(1/4), instead of the square root found for B_eff > 0.

**Direct coexistence with the undistorted crystal**

For a, A ≥ 0, not both zero, the undistorted and coupled phases can have equal energy. In the coupled phase,

a = gy − bx − cx²,  A = gx − By − Cy².  (19)

Multiply these by x/2 and y/2, add them, and insert the sum in (2). The coefficients combine as 1 − 1/2 = 1/2 for gxy, −1/2 + 1/4 = −1/4 for the quartic terms, and −1/2 + 1/6 = −1/3 for the sixth-order terms:

F = gxy/2 − (bx² + By²)/4 − (cx³ + Cy³)/3.  (20)

Set F = 0 and y = rx. Dividing by x² and solving for x gives

x = 3(2gr − b − Br²)/[4(c + Cr³)],  y = rx.  (21)

Equations (21) and (19) trace the coexistence line as r varies, on the part where a, A ≥ 0.

It remains to show that this state is a minimum and not a barrier. For y ≤ a/g, G = A + By + Cy² is positive apart from a possible zero at y = 0. Beyond that point G is convex and has at most two zeros. With fewer than two zeros Φ never falls, and it stays positive for y > 0. With two, Φ rises from zero to a positive maximum, falls to a minimum and rises again. A stationary point with Φ = 0 and y > 0 can only be the minimum. The maximum of Φ is the energy barrier for uniform switching: a path between the phases must cross every intermediate y, and at each one F ≥ Φ.

The symmetric case b = B, c = C, a = A can be solved fully. Subtracting the two equations (19) gives (x − y)[b + g + c(x + y)] = 0, so x = y in any coupled state. On this diagonal

F = ax − (g − b)x²/2 + cx³/3.  (22)

With r = 1, (21) and (19) give

x_c = 3(g − b)/(4c),  a_c = 3(g − b)²/(16c).  (23)

The stationary points of (22) obey cx² − (g − b)x + a = 0. They merge, and the coupled phase disappears, at a = (g − b)²/(4c). At a = a_c their sum is (g − b)/c, so the barrier lies at x = (g − b)/(4c). Its height is

F_b = [(g − b)³/c²](3/64 − 1/32 + 1/192) = (g − b)³/(48c²).  (24)

As g → b from above, the jump in x vanishes linearly, the temperature window quadratically and the barrier cubically. In this symmetric case, with a = A, a coupling just above the threshold therefore gives a first-order transition with very little hysteresis.

**Three sequences on cooling**

Return to path (7) with g² > bB. At any fixed distorted state, F increases with τ because of the term τ(x + y)/2. Let δ₁ be the value of A on the direct coexistence line at a = 0, and let δ_t = A_t − a_t.

If δ < δ₁, a coupled state already has negative energy at τ = 0. Both orders must then have appeared together at some τ > 0, by a first-order transition.

If δ > δ₁, the undistorted state is the unique lowest state at τ = 0. P then grows continuously below τ = 0, and Q follows later. Let A_c(a) be the stiffness at which the P phase and the coupled phase have equal energy for a_t < a < 0. Keeping the two energies equal requires

(x_c − x₀)da + y_c dA_c = 0,  (25)

where x_c and y_c now belong to the coupled phase on this line. Since Q strengthens P, x_c > x₀, and A_c falls as a rises. Hence A_c − a decreases steadily from δ_t at a = a_t to δ₁ at a = 0. For δ₁ < δ < δ_t the path crosses this line, and Q appears with a jump. For δ > δ_t it misses the line and reaches A = gx₀ where B_eff > 0, so both transitions are continuous.

**Numerical example**

All quantities are dimensionless, with b = B = 1. Take first the quartic model with g = 0.6 and δ = 0.05. Equation (8) gives τ* = −0.05/1.6 = −0.03125. There A = 0.01875 is still positive and equals gx₀ = 0.6 × 0.03125, as (5) requires. At τ = −0.1, A = −0.05 and bB − g² = 0.64, so

x = (0.1 + 0.6 × 0.05)/0.64 = 0.203,

y = (0.05 + 0.6 × 0.1)/0.64 = 0.172.

Without coupling the values would be 0.100 and 0.050. The attraction has doubled P² and more than tripled Q², yet neither order has jumped.

Now take g = 1.5 and c = C = 1, keeping δ = 0.05. The condition A − a = δ on the coexistence line gives r = 0.9596. From (21),

x = 3(2.8789 − 1 − 0.9209)/[4(1 + 0.8837)] = 0.3814,

and y = 0.3660. Equation (19) then gives

τ = 1.5 × 0.3660 − 0.3814 − 0.3814² = 0.0221.

The transition lies above both bare instabilities, at 0 and −0.05, and A = 0.0721 there. From zero, |P| jumps to 0.618 and |Q| to 0.605.

If τ is read as a reduced temperature, the entropy is −∂F/∂τ, and ordering changes it by −(x + y)/2 = −0.374. Heat is released on cooling through the transition. The barrier is 0.00252. The undistorted phase survives on cooling to τ = 0, and the coupled phase survives on heating to τ = 0.0374. These are limits for uniform states; nucleation can end metastability earlier. For δ = 0, (23) and (24) give a transition at 0.0469, a limit of 0.0625 and a barrier of 0.00260.

For the same strong coupling the regime borders are δ₁ = 0.0956 and δ_t = 1.953. The latter follows from a_t = (1 − 1.5⁴)/4 = −1.016 and A_t = 1.5 × 0.625 = 0.9375. At δ = 0.5, P appears continuously at τ = 0, and Q appears with a jump at τ = −0.201. There A = 0.299 exceeds gx₀ = 1.5 × 0.172 = 0.258, so the P phase is still locally stable when it loses to the coupled phase. Q² jumps from 0 to 0.258 and carries P² from 0.172 to 0.416. At δ = 2.5, Q appears at τ = −1.352, where B_eff = 0.111, and its onset is continuous although g² > bB.

The numerical output below also reports a test of (11) on random coefficients. None of 600 sets with g² < bB had more than one minimum; 27 of 600 with g² > bB did. The second count depends on the ranges sampled, since coexistence also needs a and A to lie in a limited window.

**Strain and the limits of the result**

The coefficients that decide the matter depend on what is held fixed. Add a uniform strain η with energy Kη²/2 − η(λx + μy), where K > 0. At zero stress η = (λx + μy)/K, and the added energy becomes −(λx + μy)²/(2K). Comparison with (2) gives

b → b − 2λ²/K,  B → B − 2μ²/K,  g → g + 2λμ/K.  (26)

Relaxation never raises b or B, whatever the signs of λ and μ, and it strengthens the attraction if λ and μ have the same sign. Altogether bB − g² changes by −2(Bλ² + bμ² + 2gλμ)/K, which is never positive when g² < bB. A crystal with g² < bB at fixed strain may therefore have g² > bB when free to deform, for either relative sign of λ and μ. The analysis above applies to the new coefficients as long as b and B remain positive and g remains attractive. If the new coefficients give g² ≥ bB, c and C must also be positive, since the quartic model no longer suffices.

If b or B becomes negative, that order can have a first-order transition without any coupling. Cubic invariants, further order-parameter components and higher-order coupling terms also lie outside (1), and each requires its own stability analysis. Fluctuations and non-uniform states are left out as well, so the threshold g² = bB is a mean-field statement about uniform order.

Calculated quantities

```
All values dimensionless; x = P^2, y = Q^2
Random coefficient sets per coupling class: 600
Sets with several minima, g^2 < bB: 0
Sets with several minima, g^2 > bB: 27
WEAK COUPLING: b = 1.0, B = 1.0, c = C = 0, g = 0.6
delta = 0.05
Q onset tau, formula: -0.03125
Q onset tau, numerical: -0.03125
bare stiffness A at Q onset: 0.01875
x in P phase at Q onset: 0.03125
at tau = -0.1: x = 0.20312, y = 0.17188
at tau = -0.1: x without coupling = 0.10000
at tau = -0.1: y without coupling = 0.05000
STRONG COUPLING: b = 1.0, B = 1.0, c = 1.0, C = 1.0, g = 1.5
DIRECT TRANSITION, delta = 0.05
ratio r = y/x at transition: 0.95963
transition tau, formula: 0.022132
transition tau, numerical: 0.022132
bare stiffness A at transition: 0.072132
jump of x: 0.38143, jump of y: 0.36603
jump of |P|: 0.6176, of |Q|: 0.6050
entropy change on ordering: -0.37373
energy barrier at transition: 0.002523
upper tau limit of coupled phase: 0.037431
lower tau limit of disordered phase: 0.000000
SYMMETRIC CASE, delta = 0
transition a: 0.046875, jump x = y: 0.37500
superheating limit a: 0.062500
barrier: 0.002604
REGIME BORDERS
delta_1 = 0.09564 at r = 0.92334
tricritical a_t = -1.01562, A_t = 0.93750, x0 = 0.62500
delta_t = 1.95312
INTERMEDIATE REGIME, delta = 0.5
Q transition tau: -0.20130
B_eff at this tau: -0.67464
x before: 0.17179, x after: 0.41590
y before: 0.00000, y after: 0.25839
CONTINUOUS REGIME, delta = 2.5
Q onset tau: -1.35165
B_eff at this tau: 0.11107
x at Q onset: 0.76556
```
